# Quantum and transport mobility needed to resolve Landau levels at 10 tesla

## A sheet with point defects

Take a conducting sheet in which every collision sends an electron into a random direction. One collision time $\tau$ then does two jobs. It is the time for which the electron keeps its quantum state, and it is also the time for which it remembers its drift direction.

In a normal magnetic field $B$ the electron circles at the angular frequency $\omega_c=eB/m$. Quantum mechanics turns this motion into levels spaced by $\hbar\omega_c$, while a lifetime $\tau$ blurs each level by about $\hbar/\tau$. The levels begin to separate when blur equals spacing:

$$\frac{\hbar}{\tau}=\hbar\omega_c\quad\Rightarrow\quad \omega_c\tau=\frac{e\tau}{m}B=\mu B=1 .$$

The mass has disappeared into the mobility $\mu=e\tau/m$. At 10 T,

$$\mu=\frac{1}{10\ \mathrm{T}}=0.1\ \mathrm{m^2/(V\,s)}=1000\ \mathrm{cm^2/(V\,s)} .$$

In some samples most collisions deflect the electron by only a small angle. Such a collision ends the life of the quantum state but hardly disturbs the drift. There are then two times and two mobilities,

$$\mu_q=\frac{e\tau_q}{m},\qquad \mu_{tr}=\frac{e\tau_{tr}}{m},$$

and the estimate concerns the quantum mobility $\mu_q$. The zero-field conductivity gives the transport mobility $\mu_{tr}$. It remains to find what "resolved" means at $\mu_qB=1$, and how far apart the two mobilities can be.

## Levels and their width

Assume a parabolic band of mass $m$. In the gauge $\mathbf A=(0,Bx,0)$ the states are plane waves $e^{ik_yy}$ along $y$, and for electrons of charge $-e$

$$H=\frac{p_x^2}{2m}+\frac{(\hbar k_y+eBx)^2}{2m}
=\frac{p_x^2}{2m}+\frac{m\omega_c^2}{2}(x-x_0)^2,\qquad x_0=-\frac{\hbar k_y}{eB}.$$

This is an oscillator, so $E_n=\hbar\omega_c(n+\tfrac12)$. The centres $x_0$ must lie within the sample length $L_x$, which allows a range $eBL_x/\hbar$ of $k_y$. Values of $k_y$ are $2\pi/L_y$ apart, so each level holds $eB/(2\pi\hbar)$ states per area, for each spin and valley.

Weak static disorder empties a state at the golden-rule rate $1/\tau_q$. The occupation falls as $e^{-t/\tau_q}$ and the amplitude, its square root, as $e^{-t/2\tau_q}$. The energy distribution is the Fourier transform of the amplitude. With $\Delta=E-E_n$,

$$\frac{1}{\pi\hbar}\,\mathrm{Re}\int_0^\infty e^{i\Delta t/\hbar-t/2\tau_q}\,dt
=\frac{1}{\pi}\,\frac{\hbar/2\tau_q}{\Delta^2+(\hbar/2\tau_q)^2}.$$

This Lorentzian has half width $\hbar/2\tau_q$ and full width $\hbar/\tau_q$, as the first estimate supposed. I use the zero-field rate for $1/\tau_q$. That is an assumption, best justified when the levels overlap strongly. As they begin to separate, the density of final states, and with it the width, can depend on $B$.

## How much structure there is at onset

Measure energy in level spacings, $\varepsilon=E/\hbar\omega_c$, and set $\gamma=1/(2\omega_c\tau_q)=1/(2\mu_qB)$, the half width in the same unit. Without a field, a circle of radius $k$ holds $k^2/4\pi=mE/(2\pi\hbar^2)$ states per area, so the density of states is $D_0=m/(2\pi\hbar^2)$ per spin and valley. The level degeneracy divided by $\hbar\omega_c$ is the same number: the field gathers states into levels without changing their average density. Hence

$$\frac{D}{D_0}=\sum_n\frac{1}{\pi}\frac{\gamma}{(\varepsilon-n-\frac12)^2+\gamma^2}.$$

With many levels filled, let $n$ run over all integers. The sum then has period 1 in $\varepsilon$ and can be written as a Fourier series. Integrating each Lorentzian over one period and adding the results is the same as integrating one Lorentzian over the whole line. For harmonic $s$ this gives $(-1)^s e^{-2\pi|s|\gamma}$: the sign comes from the centre at $\tfrac12$, the exponential from the pole at distance $\gamma$ from the real axis. With $a=2\pi\gamma=\pi/(\mu_qB)$ and $z=-e^{-a+2\pi i\varepsilon}$,

$$\frac{D}{D_0}=1+2\,\mathrm{Re}\sum_{s=1}^\infty z^s=\mathrm{Re}\,\frac{1+z}{1-z}
=\frac{1-|z|^2}{|1-z|^2}=\frac{\sinh a}{\cosh a+\cos2\pi\varepsilon}.$$

The last step uses $|1-z|^2=1+2e^{-a}\cos2\pi\varepsilon+e^{-2a}$ and multiplies top and bottom by $e^a/2$. At a level the cosine is $-1$, midway between levels it is $+1$:

$$\frac{D_{peak}}{D_0}=\frac{\sinh a}{\cosh a-1}=\coth\frac a2,\qquad
\frac{D_{trough}}{D_0}=\frac{\sinh a}{\cosh a+1}=\tanh\frac a2 .$$

At $\mu_qB=1$, $a=\pi$, and these are 1.09 and 0.92. If the width stays fixed, equal width and spacing therefore mean a ripple of about nine per cent either way, because the tails of many neighbours fill the gaps. This is an onset and not a set of separate levels.

A stricter convention asks that the trough be half the peak. Then $\tanh^2(a/2)=\tfrac12$, so

$$\mu_qB=\frac{\pi}{2\,\mathrm{artanh}(1/\sqrt2)}\approx1.78,$$

or about 1800 cm²/(V s) at 10 T. This factor belongs to Lorentzian levels of fixed width. For point defects the rate follows the density of final states, so $\gamma$ becomes $\gamma D/D_0$. The trough $y=D_{trough}/D_0$ then obeys $y=\tanh(ay/2)$ and the peak obeys $y=\coth(ay/2)$. At $\mu_qB=1$ these give 0.88 and 1.07, close to the values above, but half depth comes already near $\mu_qB\approx1.4$, and the trough closes to a full gap when $a<2$, that is for $\mu_qB>\pi/2$. In the opposite limit, $\mu_qB\ll1$, the ripple is $2e^{-\pi/\mu_qB}$ and vanishes very rapidly, so a modest shortfall in $\mu_q$ costs much of the signal.

## Two further demands: cold and unsplit

Even a sharp ladder can be hidden by temperature. For independent electrons, the change of density with chemical potential is the density of states averaged with the weight $-\partial f/\partial E$, where $f$ is the Fermi function. With $u$ the energy from the chemical potential in units of $k_BT$, this weight is $du/[4\cosh^2(u/2)]$. The first harmonic is multiplied by

$$I=\int_{-\infty}^{\infty}\frac{e^{i\kappa u}}{4\cosh^2(u/2)}\,du,\qquad \kappa=\frac{2\pi k_BT}{\hbar\omega_c}.$$

To evaluate it, shift the path by $2\pi i$. The denominator is unchanged and the numerator gains $e^{-2\pi\kappa}$, so the closed contour gives $I(1-e^{-2\pi\kappa})$. It encloses the point $u=i\pi$. Near it, with $u=i\pi+w$, the denominator is $-4\sinh^2(w/2)\approx-w^2$ and the numerator is $e^{-\pi\kappa}(1+i\kappa w)$, so the residue is $-i\kappa e^{-\pi\kappa}$. Therefore

$$I=\frac{2\pi\kappa e^{-\pi\kappa}}{1-e^{-2\pi\kappa}}=\frac{X}{\sinh X},\qquad X=\pi\kappa=\frac{2\pi^2k_BT}{\hbar\omega_c}.$$

Here the mass returns, through $\omega_c$. For $m$ equal to half the electron mass, the spacing at 10 T is 2.3 meV. At 1.5 K, $X=1.10$ and the factor is 0.82; at 10 K, $X=7.35$ and it is 0.0095. The onset ripple, $2e^{-\pi}\approx0.086$, becomes $0.086\times0.82\approx0.07$ in the first case and about $0.0008$ in the second. A sufficient quantum mobility does not help a sample that is too warm.

Spin and valley splittings matter as well. Suppose two equal ladders are displaced by half a spacing. Averaging them multiplies harmonic $s$ by $[1+(-1)^s]/2$, which removes odd $s$ and keeps even $s$. Apart from a shift along the energy axis, what remains is the same series with $a$ replaced by $2a$ and the period halved. The nine per cent onset now requires $2a=2\pi/(\mu_qB)=\pi$, so $\mu_qB=2$, or 2000 cm²/(V s) at 10 T. The levels are twice as dense and, if their width stays fixed, must be twice as narrow. If instead the width in each ladder follows its own density of states, nine per cent is reached by about $\mu_qB=1.4$. The surviving harmonic has twice the value of $X$, so its thermal factor at 1.5 K is 0.49 rather than 0.82. If the displacement is a whole number of spacings, the ladders coincide again, apart from their lowest levels, and the original requirement returns.

## Why transport counts collisions differently

Let $W(\theta)$ be the elastic scattering rate per unit angle of deflection, with $W(-\theta)=W(\theta)$, in an isotropic band. Every deflection removes the electron from its state:

$$\frac1{\tau_q}=\int_{-\pi}^{\pi}W(\theta)\,d\theta .$$

For transport, apply an electric field $\mathcal E$ along $x$, at $B=0$. An electron moving at angle $\varphi$ with speed $v$ obeys the steady Boltzmann equation, to first order in $\mathcal E$,

$$-e\mathcal E v\cos\varphi\,\frac{\partial f}{\partial E}
=\int_{-\pi}^{\pi}W(\theta)\,[\delta f(\varphi+\theta)-\delta f(\varphi)]\,d\theta .$$

Try $\delta f=A\cos\varphi$. Since $\cos(\varphi+\theta)=\cos\varphi\cos\theta-\sin\varphi\sin\theta$ and the sine term integrates to zero against the even $W$, the right side is $-A\cos\varphi/\tau_{tr}$ with

$$\frac1{\tau_{tr}}=\int_{-\pi}^{\pi}W(\theta)(1-\cos\theta)\,d\theta,\qquad
A=e\mathcal E v\tau_{tr}\frac{\partial f}{\partial E}.$$

The current density is the sum of $-ev\cos\varphi\,\delta f$ over states. The angular average of $\cos^2\varphi$ is $\tfrac12$, and $v^2/2=E/m$. With total spin and valley degeneracy $g$ and low temperature,

$$j=e^2\mathcal E\tau_{tr}\,gD_0\frac{E_F}{m}=\frac{ne^2\tau_{tr}}{m}\mathcal E=ne\mu_{tr}\mathcal E,$$

because $gD_0E_F$ is the carrier density $n$. So the zero-field conductivity measures $\tau_{tr}$.

Isotropic scattering makes the cosine average vanish and the two times agree, which is the opening case. In general $1-\cos\theta\le2$, so

$$\frac1{\tau_{tr}}\le\frac2{\tau_q}\quad\Rightarrow\quad \mu_{tr}\ge\frac{\mu_q}{2}.$$

The limit is approached when nearly all collisions reverse the motion. A gentler preference for backward scattering, $W\propto1-\cos\theta$, gives a ratio of 2/3: the integral of $1-\cos\theta$ is $2\pi$, that of its square is $3\pi$. Within this model, a transport mobility below 500 cm²/(V s) thus rules out the onset at 10 T. There is no corresponding value above which the onset is assured, as charged impurities show.

## Charged impurities at a distance

Place charges $+e$ at random positions in a plane at distance $d$ from the sheet, in a medium of permittivity $\epsilon=\epsilon_0\epsilon_r$. For in-plane wave number $q$, Poisson's equation away from the charge is $\phi''=q^2\phi$, so $\phi=Ce^{-q|z|}$. The jump in slope, $-2qC$, must equal $-e/\epsilon$. The bare electron energy in the sheet is therefore $-(e^2/2\epsilon q)e^{-qd}$.

Electrons respond by changing their density by $-gD_0U$, where $U$ is the total potential energy. This adds a repulsion:

$$U=-\frac{e^2}{2\epsilon q}e^{-qd}-\frac{e^2}{2\epsilon q}gD_0U
\quad\Rightarrow\quad U=-\frac{e^2}{2\epsilon}\,\frac{e^{-qd}}{q+q_s},$$

$$q_s=\frac{e^2gD_0}{2\epsilon}=\frac{g}{a^*},\qquad a^*=\frac{4\pi\epsilon\hbar^2}{me^2}.$$

Is the response $gD_0$ correct for potentials that vary as fast as the electron wave? First-order perturbation theory gives the static response

$$\Pi=\frac{2g}{(2\pi)^2}\int_{k<k_F}\frac{d^2k}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}
=\frac{gm}{\pi^2\hbar^2}\int_0^{k_F}k\,dk\int_0^{2\pi}\frac{d\theta}{q^2+2kq\cos\theta},$$

with principal values. The angular integral is $2\pi/(q\sqrt{q^2-4k^2})$ for $2k<q$ and zero for $2k>q$. (With $t=\tan(\theta/2)$, the second case becomes a difference of two simple poles, each of zero principal value.) For $q\le2k_F$ the radial integral stops at $q/2$, where $\int_0^{q/2}k\,dk/\sqrt{q^2-4k^2}=q/4$. Hence $\Pi=gm/(2\pi\hbar^2)=gD_0$. Elastic scattering on the Fermi circle has $q=2k_F\sin(\theta/2)\le2k_F$, so the same $q_s$ serves at every angle, within linear screening by independent electrons.

By the golden rule, $W\propto|U|^2\propto[e^{-qd}/(q+q_s)]^2$. This treats each charge as a weak scatterer, an assumption that is safest for distant charges. Impurity density and prefactors cancel in $\tau_{tr}/\tau_q$. For distant charges the exponential admits only small angles, where $q\approx k_F\theta$ and $1-\cos\theta\approx\theta^2/2$. If also $q_sd\gg1$, the denominator is constant, and

$$\frac{\tau_{tr}}{\tau_q}\approx\frac{\int_0^\infty e^{-2k_Fd\theta}d\theta}{\int_0^\infty\frac12\theta^2e^{-2k_Fd\theta}d\theta}
=\frac{1/(2k_Fd)}{1/(2k_Fd)^3}=(2k_Fd)^2 .$$

Distance smooths the potential, and a smooth potential turns electrons gently.

## Numbers for a model channel

Use $m$ equal to half the electron mass, $g=2$ with coincident ladders, $n=5\times10^{12}$ cm⁻² and $\epsilon_r=4$. Coincidence is an assumption: the Zeeman splitting divided by $\hbar\omega_c$ is $g^*m/2m_e$, so for this mass a spin pair with $g^*=2$ would be displaced by half a spacing. The twofold degeneracy here must be an unsplit valley pair, or a spin pair whose splitting is a whole number of spacings. Counting states gives $n=gk_F^2/4\pi$, so

$$k_F=\sqrt{2\pi\times0.05\ \mathrm{nm^{-2}}}=0.56\ \mathrm{nm^{-1}},\qquad
q_s=\frac{2}{0.4233\ \mathrm{nm}}=4.72\ \mathrm{nm^{-1}}.$$

The Fermi energy is 23.9 meV, or 10.3 spacings at 10 T, so many levels are filled. The fictitious levels below $n=0$ add a smooth background of about $\gamma/(\pi\varepsilon)=0.5/(\pi\times10.3)\approx0.015$ to $D/D_0$ at onset, small beside the ripple. At onset $\tau_q=0.28$ ps.

Integrating $W$ over angle gives the transport mobility that accompanies $\mu_q=1000$ cm²/(V s):

| Impurity distance | $\tau_{tr}/\tau_q$ | $\mu_{tr}$ at onset, cm²/(V s) |
|---|---|---|
| 0 nm | 1.10 | 1100 |
| 2 nm | 5.2 | 5200 |
| 5 nm | 32 | 32,000 |

At zero distance, strong screening makes $W$ nearly flat: from forward to backward scattering it falls only to $[4.72/(4.72+1.12)]^2\approx0.65$. In this weak-scattering model, charges in the sheet act almost like point defects. A full unit charge at 0 or 2 nm is not really a weak scatterer: treating scattering from one attractive charge exactly, in the same screened potential, changes the three ratios to about 0.9, 6.1 and 34. Moreover, the typical electron spacing $1/\sqrt{\pi n}=2.5$ nm is six times $a^*$, so the electrons interact strongly and independent-electron screening is only a rough guide. All three rows illustrate the trend with distance; none is a precise prediction.

At 5 nm the simple law gives $(2\times0.5605\times5)^2=31.4$, against the integrated 32.5. Two corrections of opposite sign bring the estimate closer. For small $q/q_s$, $(1+q/q_s)^{-2}\approx e^{-2q/q_s}$, which replaces $d$ by $d+1/q_s=5.21$ nm and raises the estimate to 34.1. The curvature of the Fermi circle lowers it. With $s=\sin(\theta/2)$, $d\theta\approx2(1+s^2/2)ds$ and $1-\cos\theta=2s^2$, the weight $e^{-ys}$, $y=4k_F(d+1/q_s)$, gives

$$\frac{\tau_{tr}}{\tau_q}\approx\frac{2(1/y+1/y^3)}{4(2/y^3+12/y^5)}
\approx\frac{y^2}{4}\left(1-\frac5{y^2}\right)=\frac{y^2}{4}-\frac54 .$$

The result is 32.9, within about one per cent of the integral.

## One transport mobility, three verdicts

Suppose a sample has $\mu_{tr}=5000$ cm²/(V s). Putting this into $\mu B=1$ would promise an onset at 2 T. In the model channel the answer depends on the scatterers.

- With charges at 0 nm, $\mu_q=5000/1.10\approx4500$ cm²/(V s). At 10 T, $\mu_qB\approx4.5$, well beyond both conventions.
- With charges at 2 nm, $\mu_q=5000/5.2\approx960$ cm²/(V s), and 10 T is close to the onset, slightly short of it in this model.
- With charges at 5 nm, $\mu_q=5000/32.5\approx154$ cm²/(V s). At 10 T, $a=\pi/0.154\approx20$, and the formula $2e^{-a}$ gives a few parts in $10^9$. The level width $\hbar/\tau_q$ is then about 15 meV, more than half the Fermi energy, so the disorder is no longer weak. The number means only that no ripple should be expected.

In the last case the formal onset is $1/0.0154\approx65$ T. At that field the Fermi energy is only $10.3\times10/65\approx1.6$ spacings, so the assumption of many filled levels has failed. The figure shows that 10 T is far too low; it is not a prediction for 65 T.

Real samples may contain several kinds of scatterer. If these act independently their rates add, separately for each mobility. Let point defects alone give 10,000 cm²/(V s) for both mobilities, and charges at 5 nm alone give $\mu_q=1000$ and $\mu_{tr}=32{,}000$ cm²/(V s). Together,

$$\mu_q=\left(\frac1{1000}+\frac1{10000}\right)^{-1}\approx910,\qquad
\mu_{tr}=\left(\frac1{32000}+\frac1{10000}\right)^{-1}\approx7600$$

in cm²/(V s). The distant charges set the level width, while the point defects dominate the resistance. The ratio is about 8, and neither mechanism alone would have given it.

Two conditions remain on the comparison. The transport mobility must refer to the same low temperature, since phonons add scattering in a warmer sample. The density must also be uniform. As $E_F\propto n$, a density change of $1/(2\times10.3)\approx5$ per cent moves the Fermi energy by half a spacing at 10 T and turns a peak into a trough. Patches differing by this much can cancel each other's ripple even where the local $\mu_q$ is sufficient.

The working requirement at 10 T is therefore a quantum mobility of about 1000 cm²/(V s) for a ripple of about nine per cent in the density of states, and between about 1.4 and 1.8 times that for half-depth troughs, depending on whether the level width follows the density of states or stays fixed, in a cold, uniform sample with coincident ladders. The onset is a convention and not a threshold: a weaker ripple, about one per cent at $\mu_qB=0.6$, persists below it. The transport mobility that goes with it depends on the scatterers, and can be much larger when they are distant charges.

## Table of computed values

```
Magnetic field: 10.0 T
Band mass: 0.50 electron masses
Degeneracy: 2
Carrier density: 5.00e+12 cm^-2
Dielectric constant: 4.0
Onset quantum mobility: 1000 cm^2/(V s)
Onset quantum mobility: 0.100 m^2/(V s)
Cyclotron energy: 2.315 meV
Quantum lifetime at onset: 0.284 ps
Level full width at onset: 2.315 meV
Peak density of states at onset / zero-field value: 1.0903
Trough density of states at onset / zero-field value: 0.9172
mu_q*B for half-depth troughs: 1.782
Half-depth quantum mobility: 1782 cm^2/(V s)
Onset mobility, ladders offset by half a spacing: 2000 cm^2/(V s)
X at 1.5 K: 1.102
Thermal factor at 1.5 K: 0.8230
X at 10.0 K: 7.347
Thermal factor at 10.0 K: 0.0095
Fermi energy: 23.94 meV
Fermi energy / cyclotron energy: 10.34
Fermi wave number: 0.5605 nm^-1
Effective Bohr radius: 0.4233 nm
Screening wave number: 4.724 nm^-1
Impurities at 0 nm: tau_tr/tau_q = 1.099
  transport mobility at onset: 1099 cm^2/(V s)
Impurities at 2 nm: tau_tr/tau_q = 5.202
  transport mobility at onset: 5202 cm^2/(V s)
Impurities at 5 nm: tau_tr/tau_q = 32.459
  transport mobility at onset: 32459 cm^2/(V s)
Large-distance estimate (2 k_F d)^2 at 5 nm: 31.42
tau_tr/tau_q for W proportional to 1-cos: 0.6667
Lowest transport mobility compatible with onset: 500 cm^2/(V s)
Sample transport mobility: 5000 cm^2/(V s)
Sample quantum mobility, impurities at 5 nm: 154.0 cm^2/(V s)
Sample onset field from quantum mobility: 64.9 T
Onset field if transport mobility is misused: 2.0 T
```
